# Longitudinal frequency of a single polar mode in a hafnia-like film

## Problem

An insulating crystal has one polar vibration, with transverse frequency \(\nu_T=8\) THz. Its relative permittivity is \(\epsilon_\infty=5\) when the electrons respond but the ions are held still, and \(\epsilon_s=20\) when the ions also follow a static field at fixed cell shape. The crystal is isotropic, except in part (e), and the vibration is harmonic and undamped unless stated otherwise.

(a) Find the permittivity \(\epsilon(\nu)\) in terms of the three given numbers.

(b) Find the longitudinal frequency \(\nu_L\) at wavelengths long compared with the unit cell.

(c) In which frequency range does a thick crystal reflect all light at normal incidence? Where do the maxima of \(\mathrm{Im}\,\epsilon\) and \(\mathrm{Im}(-1/\epsilon)\) lie if the damping is \(\gamma=1\) THz?

(d) The crystal is now a film of thickness \(d=10\) nm in a short-circuited capacitor. In series with it lies a non-ferroelectric "dead" layer of thickness \(t=0.5\) nm and permittivity \(\epsilon_d=5\). At what frequency does the film vibrate uniformly, with its polarization normal to the electrodes?

(e) How does the answer to (b) change if a second polar mode at 12 THz supplies 3 of the 15 units of ionic permittivity? How does it change if, instead, the single mode is polar along one axis only and the wave travels at 45° to that axis?

## Solution

SI units are used. The frequency \(\nu\) counts cycles per second, so \(\omega=2\pi\nu\). Fields vary as \(e^{-i\omega t}\).

### (a) The permittivity

Let \(u\) be the relative displacement of the ions in the mode, \(m\) its reduced mass, \(Z\) its charge and \(V\) the cell volume. In a macroscopic field \(E\), the energy function of one cell, to second order in \(u\) and \(E\), is

\[
F=\tfrac12 m\omega_T^2u^2-ZuE-\tfrac12\epsilon_0(\epsilon_\infty-1)VE^2 .
\]

The force on the mode is \(-\partial F/\partial u\), and the dipole moment of the cell is \(-\partial F/\partial E\). Hence

\[
m\ddot u=-m\omega_T^2u+ZE,\qquad
P=\frac{Zu}{V}+\epsilon_0(\epsilon_\infty-1)E .
\]

The same charge \(Z\) appears in both equations because both come from the one term \(-ZuE\). Fields from neighbouring dipoles are not lost in this description. The part proportional to \(u\) is contained in the spring constant \(m\omega_T^2\) and, through the electrons it polarizes, in \(Z\). The part proportional to \(E\) is contained in \(Z\) and \(\epsilon_\infty\).

The frequency in the spring term is the transverse one for the following reason. When retardation is neglected, \(\nabla\times\mathbf E=0\), so the field of a plane wave is parallel to its wave vector \(\mathbf q\). In a transverse wave \(\mathbf P\) is perpendicular to \(\mathbf q\), so there is no polarization charge to produce such a field. Thus \(E=0\), and the equation of motion gives \(\omega=\omega_T\).

For a driven vibration \(\ddot u=-\omega^2u\), and therefore

\[
u=\frac{ZE}{m(\omega_T^2-\omega^2)} .
\]

The displacement field is \(D=\epsilon_0E+P=\epsilon_0\epsilon_\infty E+Zu/V\). Dividing by \(\epsilon_0E\) and writing \(\omega=2\pi\nu\) gives

\[
\epsilon(\nu)=\epsilon_\infty+\frac{S}{\nu_T^2-\nu^2},\qquad
S=\frac{Z^2}{4\pi^2\epsilon_0Vm}.
\]

The charge and the mass are not given, but they are not needed separately. At \(\nu=0\) the permittivity must equal \(\epsilon_s\), so \(\epsilon_s=\epsilon_\infty+S/\nu_T^2\), or

\[
S=(\epsilon_s-\epsilon_\infty)\nu_T^2=(20-5)\times 64=960\ \text{THz}^2 .
\]

### (b) The longitudinal frequency

In a longitudinal wave \(\mathbf P\), \(\mathbf E\) and \(\mathbf D\) are all parallel to \(\mathbf q\). An insulator has no free charge, so \(\mathbf q\cdot\mathbf D=0\). A vector that is parallel to \(\mathbf q\) and has no component along \(\mathbf q\) vanishes, so \(D=0\):

\[
\epsilon_0\epsilon_\infty E+\frac{Zu}{V}=0
\quad\Rightarrow\quad
E=-\frac{Zu}{\epsilon_0\epsilon_\infty V}.
\]

The minus sign shows that the force \(ZE\) opposes the displacement. It acts as an additional spring. The factor \(\epsilon_\infty\) in the denominator is the screening of this field by the electrons. Inserted into the equation of motion, the field gives

\[
m\ddot u=-\left(m\omega_T^2+\frac{Z^2}{\epsilon_0\epsilon_\infty V}\right)u .
\]

Division by \(4\pi^2m\) turns the bracket into the squared frequency:

\[
\nu_L^2=\nu_T^2+\frac{S}{\epsilon_\infty}
=\nu_T^2+\frac{\epsilon_s-\epsilon_\infty}{\epsilon_\infty}\nu_T^2
=\nu_T^2\,\frac{\epsilon_s}{\epsilon_\infty}.
\]

This is the Lyddane–Sachs–Teller relation for one mode. With the given numbers,

\[
\nu_L^2=64+\frac{960}{5}=64+192=256\ \text{THz}^2,\qquad
\boxed{\nu_L=16\ \text{THz}}
\]

This corresponds to a wavenumber of 534 cm\(^{-1}\) and a quantum of 66 meV. Three quarters of the squared frequency comes from the electric field and one quarter from the spring that acts in the transverse wave.

Two limits show what each part does. If the mode carries no charge, then \(S=0\), \(\epsilon_s=\epsilon_\infty\), and the two frequencies coincide. If instead the transverse mode softens, \(\nu_T\to0\) at fixed \(S\) and \(\epsilon_\infty\), then \(\epsilon_s\) diverges while \(\nu_L\) tends to the finite value \(\sqrt{S/\epsilon_\infty}\). A soft transverse mode therefore does not imply a soft longitudinal one.

### (c) What a spectrum shows

Putting the permittivity over a common denominator and using \(\epsilon_\infty\nu_T^2+S=\epsilon_\infty\nu_L^2\), one finds

\[
\epsilon(\nu)=\epsilon_\infty\frac{\nu_L^2-\nu^2}{\nu_T^2-\nu^2}.
\]

The transverse frequency is the pole of \(\epsilon\), and the longitudinal frequency is its zero. Between them \(\epsilon\) is negative. At 12 THz, for example, \(\epsilon=5+960/(64-144)=-7\).

The amplitude reflected at normal incidence from a thick non-magnetic crystal is \(r=(n-1)/(n+1)\) up to a sign convention, with \(n=\sqrt{\epsilon}\). For negative \(\epsilon\) the index is imaginary, \(n=i\kappa\). Then \(|i\kappa-1|=|i\kappa+1|\), and \(|r|=1\). Outside the band \(\epsilon\) is positive, \(n\) is real and positive, and \(|r|<1\). The undamped crystal thus reflects all light between 8 and 16 THz.

Damping adds a force \(-2\pi\gamma m\dot u\), which replaces \(\nu_T^2-\nu^2\) by \(\nu_T^2-\nu^2-i\gamma\nu\). The two loss functions become

\[
\mathrm{Im}\,\epsilon=\frac{S\gamma\nu}{(\nu_T^2-\nu^2)^2+\gamma^2\nu^2},
\]

\[
\mathrm{Im}\!\left(-\frac1\epsilon\right)=\frac{\nu_L^2-\nu_T^2}{\epsilon_\infty}\,
\frac{\gamma\nu}{(\nu_L^2-\nu^2)^2+\gamma^2\nu^2}.
\]

For the second one, the damped permittivity was written as \(\epsilon_\infty(\nu_L^2-\nu^2-i\gamma\nu)/(\nu_T^2-\nu^2-i\gamma\nu)\) and inverted. Both functions have the same shape, with centre \(\nu_0=\nu_T\) or \(\nu_L\).

To find the maximum, set \(x=\nu^2\) and \(\delta=\nu_0^2-x\). The logarithmic derivative of \(\sqrt x/(\delta^2+\gamma^2x)\) vanishes when

\[
\frac1{2x}=\frac{\gamma^2-2\delta}{\delta^2+\gamma^2x}
\quad\Rightarrow\quad
\delta^2+4x\delta-\gamma^2x=0 .
\]

For weak damping \(\delta\) is much smaller than \(x\), so \(\delta^2\) can be dropped. This leaves \(\delta\approx\gamma^2/4\). Since \(\delta\approx2\nu_0(\nu_0-\nu)\),

\[
\nu_{\max}\approx\nu_0-\frac{\gamma^2}{8\nu_0}.
\]

The maxima lie at \(8-1/64=7.984\) THz and \(16-1/128=15.992\) THz. With this damping, the shift of the longitudinal peak is 0.05 % of its frequency.

### (d) The short-circuited film

The result of (b) rests on \(D=0\). A short circuit fixes the voltage instead, and charge may flow between the electrodes. Let \(E\) be the oscillating field in the film and \(E_d\) that in the dead layer. Zero voltage requires

\[
Ed+E_dt=0 .
\]

With no oscillating free charge at the interface, \(D\) is continuous there: \(\epsilon(\nu)E=\epsilon_dE_d\). Eliminating \(E_d\) gives \(E\,[d+\epsilon(\nu)t/\epsilon_d]=0\). A vibration with \(E\neq0\) therefore needs

\[
\epsilon(\nu)=-\frac{\epsilon_dd}{t}=-\frac{5\times10}{0.5}=-100 .
\]

Inserting the permittivity from (a) and solving for \(\nu^2\) gives

\[
\nu^2=\nu_T^2+\frac{S}{\epsilon_\infty+\epsilon_dd/t}
=64+\frac{960}{105}=73.1\ \text{THz}^2,
\]

so \(\nu=8.55\) THz. The electrodes remove most of the field that stiffened the longitudinal wave. Here \(\epsilon_d\) must be the permittivity of the dead layer at the vibration frequency. If 5 were its static value, made of a clamped-ion part 3 and a polar mode of its own at 12 THz, the same condition with \(\epsilon_d(\nu)\) would give 8.41 THz and a second vibration at 15.5 THz.

For \(t\to0\), with ideal electrodes, the frequency falls to \(\nu_T\), even though the polarization is normal to the film. For \(t\gg d\), the condition above tends to \(\epsilon(\nu)=0\): the thick layer has so small a capacitance that hardly any charge flows between the electrodes, and the frequency rises to \(\nu_L\). An open circuit also gives \(\nu_L\), because no charge flows and the oscillating part of \(D\) is zero. The electrical boundary condition thus decides which frequency a uniformly vibrating film has. The short circuit meant here must have negligible impedance at the vibration frequency itself. An ordinary wire between the electrodes need not meet this condition at several terahertz. If its inductive impedance is much larger than the impedance of the capacitor, hardly any charge flows at these frequencies, and the film has a vibration near \(\nu_L\), as in the open case. A smaller inductance shifts the frequency in a way that the short-circuit formula does not describe. The electrodes themselves set a similar limit, because zero voltage holds everywhere only if the capacitor is narrow. For perfectly conducting plates joined along two edges a distance \(\ell\gg d\) apart, the lowest standing wave obeys \(\epsilon_{\rm eff}(\nu)\,\nu^2=(c/2\ell)^2\) with \(\epsilon_{\rm eff}=(d+t)/[d/\epsilon(\nu)+t/\epsilon_d]\). The pole of \(\epsilon_{\rm eff}\) is 8.55 THz and its zero is \(\nu_L\). The lower solution is 8.54 THz for \(\ell=0.3\) µm and 8.38 THz for \(\ell=1\) µm. For \(\ell=10\) µm the two solutions are 3.37 and 17.02 THz, and the upper one tends to \(\nu_L\) as \(\ell\) grows. Penetration of the field into a real metal increases these shifts. The value 8.55 THz thus applies to a short circuit of sub-micron extent.

### (e) A second mode, and an oblique wave

**Second mode.** The ionic permittivity is now divided into 12 units at 8 THz and 3 units at 12 THz, so \(\epsilon_s\) is still 20. With \(x=\nu^2\) in THz\(^2\), the condition \(\epsilon=0\) reads

\[
5+\frac{12\times64}{64-x}+\frac{3\times144}{144-x}=0 .
\]

Multiplying by both denominators and dividing by 5 gives

\[
x^2-448x+36864=0,\qquad x=224\pm\sqrt{13312}.
\]

The longitudinal frequencies are 10.42 and 18.42 THz. Neither is 16 THz. What survives is a rule for the product. The permittivity has its zeros at \(\nu_{L1}^2,\nu_{L2}^2\), its poles at \(\nu_{T1}^2,\nu_{T2}^2\), and the limit \(\epsilon_\infty\) at high frequency, so

\[
\epsilon(\nu)=\epsilon_\infty
\frac{(\nu_{L1}^2-\nu^2)(\nu_{L2}^2-\nu^2)}{(\nu_{T1}^2-\nu^2)(\nu_{T2}^2-\nu^2)} .
\]

At \(\nu=0\) this becomes

\[
\frac{\nu_{L1}^2\nu_{L2}^2}{\nu_{T1}^2\nu_{T2}^2}=\frac{\epsilon_s}{\epsilon_\infty}.
\]

Here the left side is \(36864/(64\times144)=4\), as it must be. The two permittivities fix this product, but not the individual frequencies.

**Oblique wave.** Let the single mode be polar along \(z\) only, with permittivity \(\epsilon(\nu)\) along \(z\) and \(\epsilon_\infty\) across it. Without retardation \(\mathbf E\) is parallel to \(\mathbf q\), at an angle \(\theta\) to \(z\). The condition \(\mathbf q\cdot\mathbf D=0\) becomes

\[
\epsilon(\nu)\cos^2\theta+\epsilon_\infty\sin^2\theta=0 .
\]

Since \(\cos^2\theta+\sin^2\theta=1\), this is \(\epsilon_\infty+S\cos^2\theta/(\nu_T^2-\nu^2)=0\), and

\[
\nu^2=\nu_T^2+\frac{S}{\epsilon_\infty}\cos^2\theta=64+192\times\tfrac12=160\ \text{THz}^2 .
\]

At 45° the frequency is 12.65 THz. It runs from 16 THz for a wave along the polar axis to 8 THz for a wave across it. Away from the axis this requires a wavelength that is also short compared with that of light at these frequencies. With retardation included, the 45° wave has 12.62 THz at a wavelength of 1 µm, and at 10 µm there are two waves, at 9.0 and 18.8 THz.

## Reading the numbers for hafnia

The parameters are round values in the rough range of hafnium oxide films for memory capacitors, where a thickness near 10 nm is usual. The coupling they imply can be judged from the mode charge, \(Z=2\pi\sqrt{S\epsilon_0Vm}\). Take roughly \(V=0.033\) nm\(^3\) for one HfO\(_2\) unit and \(m=27.1\) u for hafnium moving against two oxygen atoms. With \(\sqrt S=31\) THz this gives \(Z\approx4.4\,e\), of the same order as the formal charge 4 of hafnium. The charge that moves with a vibration need not equal the formal one, so this comparison supports only the order of magnitude of the coupling. The assumption that clearly fails for the monoclinic and the ferroelectric orthorhombic phases of hafnia is that of a single mode: these phases have many polar modes, and they are anisotropic. In the examples of part (e), these two effects move the result by several THz. The value 16 THz should therefore be read as the answer for the one-mode model, not as a predicted line of hafnia.

Three other effects are smaller for the sizes assumed here:

- **Static permittivity.** Since \(\nu_L\propto\sqrt{\epsilon_s}\) at fixed \(\nu_T\) and \(\epsilon_\infty\), raising \(\epsilon_s\) by 10 % gives 16.78 THz. A capacitance measured at low frequency may include strain, domain-wall motion or mobile defects. Such contributions do not belong in \(\epsilon_s\) here.
- **Softening.** Suppose \(\nu_T\) falls by 2 %, to 7.84 THz, with \(S\) and \(\epsilon_\infty\) fixed. Then \(\epsilon_s\) rises to 20.62, and \(\nu_L=\sqrt{7.84^2+192}=15.92\) THz, a fall of only 0.5 %. The harmonic model itself has no temperature shift; the 2 % is an assumed size.
- **Retardation.** A transverse wave of wavelength \(\lambda\) in the crystal obeys \(\epsilon(\nu)\nu^2=(c/\lambda)^2\). For \(\lambda=2d=20\) nm, \(c/\lambda=14990\) THz, so on the lower of the two solution branches, the one near the vibration, \(\epsilon\) must be very large and \(\nu\) lies just below \(\nu_T\). There \(\epsilon\approx S/[2\nu_T(\nu_T-\nu)]\), which gives \(\nu_T-\nu\approx S\nu_T/[2(c/\lambda)^2]=1.7\times10^{-5}\) THz. Neglecting retardation is well justified at this wavelength. The estimate does not cover the capacitor of part (d), where the relevant length is the lateral size of the electrodes, nor wavelengths of several micrometres.

Numerical values quoted here were computed with a short program.
